# Symmetry, Signs and Positivity of the Maxwell Capacitance Matrix

Suppose the charges on two wires were given by $Q_i=\sum_jC_{ij}V_j$ with $C_{12}\neq C_{21}$. Raise $V_1$ from 0 to $a$, then $V_2$ from 0 to $b$, then return $V_1$ to zero, and finally $V_2$. The sources do the work $\int\sum_iV_i\,dQ_i$, which on the four legs is

$$
\tfrac12C_{11}a^2,\qquad abC_{12}+\tfrac12C_{22}b^2,\qquad -\tfrac12C_{11}a^2-abC_{21},\qquad -\tfrac12C_{22}b^2 .
$$

The sum is $ab(C_{12}-C_{21})$. Run in one sense or the other, the cycle would deliver energy from nothing. A symmetric matrix with a negative eigenvalue would give no such cycle, but charging the wires in some pattern would release energy, so the uncharged state would not be the state of least energy. A positive off-diagonal entry would put a negative coupling capacitor into the equivalent circuit. Electrostatics excludes all three.

Consider $N$ separate conductors, each in one piece, with surfaces $S_1,\dots,S_N$, in a dielectric region $D$ without free charge. The potential reference is a grounded enclosure, or infinity in three dimensions with a uniform dielectric far away. The permittivity $\varepsilon(\mathbf r)$ may be a scalar or a real symmetric tensor, and it may vary or jump. It does not depend on the field, and it is bounded by positive constants: $\alpha|\mathbf a|^2\le\mathbf a\cdot\varepsilon\mathbf a\le\beta|\mathbf a|^2$ for every vector $\mathbf a$. SI units are used.

Let $\phi_j$ be the potential when conductor $j$ is at unit potential and all others are grounded:

$$
\nabla\cdot(\varepsilon\nabla\phi_j)=0\ \text{in } D,\qquad \phi_j=\delta_{ij}\ \text{on } S_i,\qquad \phi_j=0\ \text{on the reference}.
$$

The existence of this field, with finite energy, is assumed. By linearity, $\phi_v=\sum_jv_j\phi_j$ is a solution for conductor potentials $v_j$. With $\mathbf n$ the unit normal pointing out of the metal, Gauss's law for $\mathbf D=-\varepsilon\nabla\phi$ gives the charge on conductor $i$, and so defines the matrix:

$$
C_{ij}=-\oint_{S_i}\mathbf n\cdot\varepsilon\nabla\phi_j\,dS. \tag{1}
$$

One identity carries most of the proof. Let $w$ be any continuous function of finite energy that takes a constant value $w_i$ on each $S_i$ and vanishes on the reference. Since $\nabla\cdot(\varepsilon\nabla\phi_j)=0$, the product rule gives

$$
\nabla\cdot(w\,\varepsilon\nabla\phi_j)=\nabla w\cdot\varepsilon\nabla\phi_j .
$$

Integrate over $D$. On $S_i$ the normal pointing out of $D$ is $-\mathbf n$, so the divergence theorem yields

$$
\int_D\nabla w\cdot\varepsilon\nabla\phi_j\,dV
=-\sum_iw_i\oint_{S_i}\mathbf n\cdot\varepsilon\nabla\phi_j\,dS
=\sum_iw_iC_{ij}. \tag{2}
$$

Where $\varepsilon$ jumps, the two sides of the interface contribute opposite terms, because $w$ and the normal component of $\mathbf D$ are continuous. On a grounded enclosure $w=0$. If the reference is infinity, potentials fall as $1/r$ and fields as $1/r^2$, so for $w$ built from such potentials the integral over a distant sphere falls as $r^2\cdot r^{-1}\cdot r^{-2}=1/r$ and vanishes.

In two dimensions without a grounded body, the potential of a net line charge grows logarithmically and this last argument fails. Long wires between grounded planes a distance $H$ apart are safe. In a uniform dielectric the potential beyond the wires is a sum of terms $\sin(n\pi y/H)\,e^{-n\pi|x|/H}$, which vanish on the planes and decay along them. All integrals are then taken per unit length.

Choosing $w=\phi_i$ in (2), so that $w_k=\delta_{ik}$, gives

$$
C_{ij}=\int_D\nabla\phi_i\cdot\varepsilon\nabla\phi_j\,dV. \tag{3}
$$

A symmetric tensor satisfies $\mathbf a\cdot\varepsilon\mathbf b=\mathbf b\cdot\varepsilon\mathbf a$, so exchanging $i$ and $j$ leaves the integral unchanged and $C_{ij}=C_{ji}$. No symmetry of the geometry is needed: a narrow wire induces the same charge on a wide one as the wide one induces on the narrow one, for equal driving potentials.

The symmetry of $\varepsilon$ is needed, however. Add an antisymmetric part $A$. If $A$ is uniform, nothing changes: $\nabla\cdot(A\nabla\phi)=\sum_{ab}A_{ab}\partial_a\partial_b\phi=0$, and on a metal surface, where $\nabla\phi$ is parallel to $\mathbf n$, the extra flux $\mathbf n\cdot A\nabla\phi$ is zero. If $A$ varies in space, its derivatives enter the equation for $\phi$. For the three wires treated below, an antisymmetric component of the relative permittivity changing by 0.054 per nm with height gives $C_{12}=-72.3$ but $C_{21}=-46.7$ aF/µm on a 1 nm grid. Grid refinement shifts these to about $-72.0$ and $-46.5$, and reversing the sign of the gradient exchanges the two values. Such a static response would permit the energy-yielding cycle of the first paragraph; a dielectric whose response derives from a stored energy has a symmetric $\varepsilon$.

Positivity also follows from (3). Multiply by $v_iv_j$ and sum:

$$
v^{\mathsf T}Cv=\int_D\nabla\phi_v\cdot\varepsilon\nabla\phi_v\,dV\ \ge\ \alpha\int_D|\nabla\phi_v|^2dV\ \ge\ 0. \tag{4}
$$

The left side is twice the stored energy. Indeed, scaling all potentials from zero to $v$ by a factor $t$ costs $\int_0^1(tv)^{\mathsf T}Cv\,dt=\tfrac12v^{\mathsf T}Cv$. If the form vanishes, $\nabla\phi_v=0$ throughout the dielectric. Continue $\phi_v$ into each metal body with its constant value. The result is continuous and has zero gradient everywhere in the connected space made of metal and dielectric, so it is one constant, and the reference makes that constant zero. Hence $v=0$: with the reference left out of the matrix, $C$ is positive definite, which is more than semidefinite. The same argument, applied to the difference of two solutions with equal boundary values, shows that the potential is unique.

The signs of the off-diagonal entries need a bound on the potential. Let $u=\min(\phi_j,0)$. Since $\phi_j$ is 0 or 1 on every conductor, $u$ vanishes on all of them and on the reference, so the right side of (2) is zero for $w=u$. Moreover $\nabla u=\nabla\phi_j$ where $\phi_j<0$, and $\nabla u=0$ elsewhere. Therefore

$$
0=\int_D\nabla u\cdot\varepsilon\nabla\phi_j\,dV=\int_D\nabla u\cdot\varepsilon\nabla u\,dV ,
$$

which forces $u$ to be constant, hence zero, and $\phi_j\ge0$. The choice $w=\max(\phi_j-1,0)$ gives $\phi_j\le1$ in the same way.

Now take a smooth point of a grounded conductor $i\ne j$. The potential is zero there and nonnegative just outside, so $\partial_n\phi_j\ge0$. Along the surface the potential is constant, so $\nabla\phi_j=\mathbf n\,\partial_n\phi_j$, and the surface charge density is

$$
\sigma=-\mathbf n\cdot\varepsilon\nabla\phi_j=-(\mathbf n\cdot\varepsilon\mathbf n)\,\partial_n\phi_j\le0 .
$$

Thus a positive conductor induces no positive charge anywhere on its grounded neighbours, and integration gives $C_{ij}\le0$.

At a sharp edge the normal derivative is undefined. A second argument compares energies and does not refer to the surface at all. Write $E[\psi]=\int_D\nabla\psi\cdot\varepsilon\nabla\psi\,dV$. Any trial potential with the same conductor values as $\phi_v$ has the form $\phi_v+w$, with $w=0$ on all conductors. Then

$$
E[\phi_v+w]=E[\phi_v]+2\int_D\nabla w\cdot\varepsilon\nabla\phi_v\,dV+E[w]=E[\phi_v]+E[w]\ \ge\ E[\phi_v],
$$

where the factor 2 uses the symmetry of $\varepsilon$ and the middle term vanishes by (2). The true field has the least energy. Take $\phi_i-\phi_j$, which is $+1$ on conductor $i$ and $-1$ on $j$. Its absolute value is $+1$ on both. Taking the absolute value reverses the gradient where the potential is negative and leaves it alone where it is positive, so the energy is unchanged. But $|\phi_i-\phi_j|$ is a trial potential for the problem solved by $\phi_i+\phi_j$, and so

$$
E[\phi_i+\phi_j]\le E[\,|\phi_i-\phi_j|\,]=E[\phi_i-\phi_j].
$$

By (3), this reads $C_{ii}+C_{jj}+2C_{ij}\le C_{ii}+C_{jj}-2C_{ij}$, that is, $4C_{ij}\le0$.

Equality can occur. Let a sphere of radius $a$ (conductor 1) sit inside a concentric shell of inner radius $b$ and outer radius $c$ (conductor 2), in a uniform dielectric with the reference at infinity. In the cavity the potential difference is $V_1-V_2=Q_1(1/a-1/b)/(4\pi\varepsilon)$, so $Q_1=K(V_1-V_2)$ with $K=4\pi\varepsilon ab/(b-a)$. The inner face of the shell carries $-Q_1$ and its outer face $4\pi\varepsilon cV_2$. Hence

$$
C=\begin{pmatrix}K&-K\\-K&K+4\pi\varepsilon c\end{pmatrix},\qquad \det C=4\pi\varepsilon c\,K>0 .
$$

A third conductor placed outside has $C_{13}=0$: with the shell grounded, the potential in the cavity is zero whatever the third conductor does.

The reference may itself be counted as conductor 0. Take a closed enclosure at potential $V_0$. The potential is then $V_0+\sum_{i\ge1}(V_i-V_0)\phi_i$, and twice the field energy is

$$
\sum_{i,j\ge1}C_{ij}(V_i-V_0)(V_j-V_0)\ \ge\ 0 .
$$

Since $C$ is positive definite, this vanishes if and only if all potentials are equal. The enlarged matrix is therefore semidefinite, with the single null vector $(1,\dots,1)$ up to a factor. Its entries are $C_{i0}=-\sum_{j\ge1}C_{ij}$, because equal potentials produce no charge. The sign argument applies to the enclosure as well and gives $C_{i0}\le0$, so every row sum of the original matrix is nonnegative. With the reference at infinity, the choice $w=\max(\sum_j\phi_j-1,0)$ in (2) gives $\sum_j\phi_j\le1$; this sum equals 1 on every conductor, so it cannot rise away from the metal, the surface charge is nonnegative, and the row sums are again nonnegative.

These signs make the equivalent circuit physical. Adding and subtracting $V_i\sum_{j\ne i}C_{ij}$ in $Q_i$, with the reference at zero, gives

$$
Q_i=\Big(\sum_jC_{ij}\Big)V_i+\sum_{j\ne i}(-C_{ij})(V_i-V_j). \tag{5}
$$

The row sum is the capacitor from wire $i$ to ground, and $-C_{ij}$ is the capacitor between wires $i$ and $j$; none is negative. Positivity alone would not ensure this. The matrix with diagonal entries 1 and off-diagonal entries $\tfrac12$ has eigenvalues $\tfrac12$ and $\tfrac32$, yet it would require a negative coupling capacitor.

As an example, take three long copper lines 40 nm high, with widths 20, 20 and 40 nm and gaps of 20 nm, centred between grounded planes 100 nm apart. The dielectric has relative permittivity $k=2.7$. Surface charges computed from definition (1) give, in aF/µm,

$$
C=\begin{pmatrix}148.4&-58.3&-0.29\\-58.3&177.4&-58.5\\-0.29&-58.5&180.8\end{pmatrix}.
$$

The eigenvalues are 86.2, 165.3 and 255.1 aF/µm. The largest difference between $C_{ij}$ and $C_{ji}$ is $1.4\times10^{-7}$ of the entry. This checks the numerics more than the theorem: the potential of a line charge between the planes is already symmetric in source and field point, and the equations for the surface charges inherit that symmetry up to small discretization errors. The energy integral (3), evaluated on a grid, differs from these charges by 0.81 % of the largest diagonal entry at 2 nm spacing and by 0.32 % at 1 nm. At right-angled metal corners the energy error scales as the spacing to the power $4/3$; extrapolation to zero spacing with this power reduces the difference to 0.006 %. The outer lines couple weakly: $|C_{13}|$ is about 0.5 % of $|C_{12}|$, with the middle line grounded between them.

The comparison of energies can be followed in numbers. On the 1 nm grid, with lines 1 and 2 at $+1$ and $-1$ V and line 3 grounded, the field energy is 221.99 aJ/µm. The absolute value of that potential gives 221.75 aJ/µm. The small loss comes from grid links that cross zero: end values $p$ and $-q$ contribute $(p+q)^2$ before and $(p-q)^2$ after. The true field with both lines at $+1$ V has only 104.83 aJ/µm. By (3), the first and last energies differ by $-2C_{12}$, so $C_{12}=-(221.99-104.83)/2=-58.6$ aF/µm, within 0.5 % of the entry found from the charges.

For the middle line, the row sum is $177.39-58.34-58.54=60.51$ aF/µm. This is its effective capacitance when both neighbours make the same voltage step. With quiet neighbours it is 177.39 aF/µm, and with neighbours making the opposite step it is $177.388+58.336+58.539\approx294.26$ aF/µm, nearly five times the smallest value. The order of the three cases follows from the signs just proved. With the outer lines at 0.7 V and the middle line grounded, the stored energy is

$$
\tfrac12(0.7)^2\,(148.418+180.800-2\times0.288)=80.52\ \text{aJ/µm}.
$$

The dimensions, permittivity and voltage are rough values for a dense local wiring level. Real lines are tapered and rounded, and the adjacent levels are wires, not full planes; the effect of these differences was not computed. A 10 nm capping layer with $k=5$ lying directly on top of the lines raises $C_{22}$ by 10.5 % if its edges are graded over a few nm and by 10.7 % if they are sharp. Damaged sidewalls, 2 nm on each side with $k=4$, raise the gap capacitance by about 7 % in a series estimate. Both change $\varepsilon(\mathbf r)$ and hence the entries, but they stay within the assumptions of the proof. With the cap present and the ground counted, the computed $4\times4$ matrix has one eigenvalue that is zero to the printed digits and three positive ones, the smallest 179 aF/µm on a 1 nm grid, falling to about 178.4 aF/µm on refinement.

Other assumptions are approximations in a real wire. In a Thomas–Fermi estimate, field penetration into copper lowers the gap capacitance by roughly 1.5 %; the estimate omits the spill-out of electrons beyond the metal surface, so it does not settle the size or even the sign of the net correction. A 10 µm line with a resistivity of 10 µΩ cm has a resistance of 1250 Ω, and with $C_{22}$ this gives $RC/2=1.1$ ps; on that time scale the line is not an equipotential, and the matrix must be applied to short segments. At 10 GHz a free wave in the dielectric has a wavelength of 18 mm, but the wave on this resistive line is much shorter: with resistance $R'$ and capacitance $C'$ per unit length, its wavelength is about $2\pi\sqrt{2/(\omega R'C')}=0.24$ mm, where the inductance is neglected because its impedance is far smaller than $R'$. The amplitude decays over this wavelength divided by $2\pi$, about 38 µm, so at 10 GHz the open far end of the 10 µm line already differs from the driven end by about 7 %, mainly as a phase lag of 4°. The mean gap field at 0.7 V is 0.35 MV/cm, and the largest surface field on the middle line, at least 1.2 nm from the ideal corners and with its neighbours grounded, is 0.61 MV/cm. Closer to an ideal corner the field rises without bound; in a real line the rounding limits it. Intact low-k films break down in short tests at a few MV/cm, as a rough figure, so immediate breakdown is not expected away from the corners. Slow failure under long bias is a separate question, and that the response is linear at these fields is an assumption. Where charge is not proportional to voltage, as over a semiconductor with a depletion layer, no constant matrix $C$ exists and the theorem does not apply as stated. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
line widths (nm): [20.0, 20.0, 40.0]  gap (nm): 20.0
height 40 nm, plane distance 100 nm, k = 2.7, supply 0.7 V
C row 1 (aF/um):   148.418   -58.336    -0.288
C row 2 (aF/um):   -58.336   177.388   -58.539
C row 3 (aF/um):    -0.288   -58.539   180.800
eigenvalues of C (aF/um): [ 86.17 165.3  255.13]
row sums, capacitance to ground (aF/um): [ 89.79  60.51 121.97]
largest relative asymmetry of C: 1.4e-07
change of C from half the panels / largest C_ii: 5.8e-05
energy integral minus C, / largest C_ii: h=2 nm 0.0081, h=1 nm 0.0032, extrapolated 0.00006
lines 1,2 at +1,-1 V: field energy 221.99 aJ/um (h=1 nm)
  absolute value of that field: 221.75 aJ/um
  true field at +1,+1 V: 104.83 aJ/um
energy at (0.7, 0, 0.7) V: from C 80.517, from field 80.522 aJ/um
middle line, neighbours quiet: 177.39 aF/um
middle line, neighbours switch with it: 60.51 aF/um
middle line, neighbours switch against it: 294.26 aF/um
with 10 nm cap of k = 5.0, ground as conductor 0:
  row 0 (aF/um):   300.552   -99.411   -66.502  -134.640
  row 1 (aF/um):   -99.371   164.799   -65.048    -0.381
  row 2 (aF/um):   -66.481   -65.048   196.840   -65.312
  row 3 (aF/um):  -134.588    -0.381   -65.312   200.281
  eigenvalues (aF/um): [ -0.    178.992 262.453 421.028]
  asymmetry 2.6e-04, charge sum 5.6e-04, charge minus energy integral 7.5e-04 (/ largest line C_ii)
control, antisymmetric permittivity slope 0.054 per nm:
  C12 = -72.28, C21 = -46.69 aF/um, asymmetry / largest C_ii 0.143
neglected effects, rough inputs:
  cap changes C22 by 10.6 % (h=1 nm)
  sidewall damage 2.0 nm, k 4.0: gap capacitance +7.0 %
  metal screening length 0.0553 nm: gap capacitance about -1.5 %
  end regions / line length, 10 um line: 0.0064
  resistivity 10 uohm cm: line resistance 1250 ohm, RC/2 = 1.11 ps
  wavelength in dielectric at 10 GHz: 18.2 mm
  mean gap field 0.35 MV/cm; largest surface field at least 1 nm from corners 0.61 MV/cm
  direct tunnelling, 2.0 eV barrier: log10 transmission -114
```
